\section*{Why Each Interband Step of a Quantum Well Absorbs About πα, part 2}

The interband absorption of a thin quantum well rises in steps, one per pair of subbands. We ask why their height is close to $\pi\alpha$, $\alpha=e^2/4\pi\varepsilon_0\hbar c$, and how a substrate changes the absorbed fraction. Electrons are independent, at zero temperature, with full valence and empty conduction subbands; light of frequency $\omega$ falls at normal incidence.

The sheet conductivity $\sigma$ has the unit $\sigma_0=e^2/4\hbar$ and enters Maxwell's equations as $s=\sigma/\varepsilon_0c$, with $\sigma_0/\varepsilon_0c=\pi\alpha=2.2925\,\%$. The step height is
\begin{equation}
\frac{\Delta\sigma}{\sigma_0}=\frac{2g\mu|v_x|^2}{E_{cv}(0)} .
\label{step}
\end{equation}
Here $g=2$ counts copies of the pair, $v_x$ is the interband velocity element, $E_{cv}(0)$ the gap at in-plane wavevector $k=0$, and $1/\mu=1/m_c+1/m_v$ with in-plane edge masses $m_c$, $m_v$.

The two-band well of width $L$ has
\begin{equation}
H=\begin{pmatrix}\frac{E_g}{2}+\frac{p_z^2}{2m_{cz}}&\gamma k_-\\ \gamma k_+&-\frac{E_g}{2}-\frac{p_z^2}{2m_{hz}}\end{pmatrix}+\frac{\hbar^2k^2}{2m_0},
\end{equation}
with $k_\pm=k_x\pm ik_y$, Kane energy $E_P$ and $|v_x|^2=\gamma^2/\hbar^2=E_P/4m_0$. For infinite barriers, pair $n$ has the edge $E_n=E_g+\hbar^2\pi^2n^2/2\mu_zL^2$, $1/\mu_z=1/m_{cz}+1/m_{hz}$, and $\mu_n=m_0E_n/E_P$, so each step equals $\sigma_0$. With $E=\hbar\omega$,
\begin{equation}
\frac{\sigma(E)}{\sigma_0}=\frac g2\sum_n\Theta(E-E_n)\,\frac12\Big(1+\frac{E_n^2}{E^2}\Big).
\label{stair}
\end{equation}
For an anisotropic coupling $\mathbf u\cdot\mathbf k$, $\sqrt{\det\sigma}$ keeps the isotropic value.

In general $\Delta\sigma/\sigma_0=g\eta/2$, where $\eta$ is the share of $1/\mu$ that the pair supplies to itself. With finite barriers, $\eta_{nm}$ belongs to conduction subband $n$ and valence subband $m$, with envelope overlap $I_{nm}$. In the eight-band Kane model at $k_z=0$, the heavy hole (hh), light hole (lh) and split-off band lie at gaps $E_h$, $E_l$, $E_s$ from the conduction edge, the heavy hole being $\delta$ above the light hole:
\begin{equation}
\eta_{hh}=\frac{1/E_h}{\frac1{E_h}+\frac1{6E_l}+\frac1{3E_s}},\qquad
\eta_{lh}=\frac{1/3E_l}{\frac1{2E_h}+\frac1{3E_l}+\frac1{3E_s}} .
\label{kane}
\end{equation}

\section{The substrate factor}

Place the sheet at $z=0$ between a medium of index $n_1$, from which a wave of unit amplitude arrives, and a medium of index $n_2$, both transparent. A wave running along $\pm z$ has $H=\pm n\varepsilon_0cE$. The tangential electric field is continuous, and by Amp\`ere's law the magnetic field drops across the sheet by the current $\sigma t$:
\begin{equation}
1+r=t,\qquad n_1(1-r)-n_2t=st .
\end{equation}
With $1-r=2-t$ the second relation is $2n_1=(n_1+n_2+s)t$. The absorbed power $\frac12\mathrm{Re}\,\sigma|t|^2$ divided by the incident flux $\frac12n_1\varepsilon_0c$ is
\begin{equation}
A=\frac{\mathrm{Re}\,s\,|t|^2}{n_1}=\frac{4n_1\,\mathrm{Re}\,s}{|n_1+n_2+s|^2}.
\label{A}
\end{equation}
An imaginary part of $s$ enters the denominator as $(\mathrm{Im}\,s)^2$ and can be neglected beside the first correction in $\mathrm{Re}\,s$ only if $(\mathrm{Im}\,s)^2\ll2(n_1+n_2)\,\mathrm{Re}\,s$. Below, $s$ is first taken as real. For the well of the last section the condition is not met once the background permittivity is counted, $(11\times0.0255)^2=0.079$ against $2\times2.4\times0.0229=0.110$, and this is treated at the end of the section. The imaginary part that the Kramers--Kronig relations attach to a step, logarithmic at the edge, is left out. To first order in $s=\pi\alpha$, with substrate index $n$,
\begin{equation}
A_{\rm vac}\simeq\pi\alpha\Big(\frac2{1+n}\Big)^2,\qquad A_{\rm sub}\simeq\frac{4n\,\pi\alpha}{(1+n)^2},\qquad A_{\rm emb}\simeq\frac{\pi\alpha}{n},
\end{equation}
for light from the vacuum side, light from the substrate side, and a sheet embedded in index $n$. The free-standing sheet, $n=1$, gives $\pi\alpha$. The local-field factor is the squared field at the bare interface. From vacuum the reflected wave has $r_0=(1-n)/(1+n)<0$ and partly cancels the incident one, leaving $1+r_0=2/(1+n)$. It is a Fresnel factor, fixed by the two outer media and the side of incidence, and not a Lorentz cavity correction.

The transmitted flux is proportional to $|t|^2$, so from the vacuum side
\begin{equation}
1-\frac T{T_0}=1-\frac{(1+n)^2}{(1+n+s)^2}\simeq\frac{2s}{1+n}.
\end{equation}
Its ratio to $A_{\rm vac}$ is $(1+n)/2$ at first order. Energy conservation gives $1-T/T_0=(A+\Delta R)/T_0$ with $T_0=4n/(1+n)^2$. From $r=(1-n-s)/(1+n+s)$ the sheet adds $\Delta R\simeq4(n-1)s/(1+n)^3$ to the reflection. The excess comes from this added reflection and from the division by $T_0<1$, so the transmission contrast is not the absorbance. The same factor $T/T_0$ is the ratio of Eq.~(\ref{A}) to its first-order form.

With a real $s$, Eq.~(\ref{A}) leaves out the background permittivity $\varepsilon_b$ of the well, which in a sheet description would add $-(\varepsilon_b-1)\omega L/c$ to $\mathrm{Im}\,s$. To see at which order it enters, model the well as a uniform slab with $\varepsilon=\varepsilon_b+is/x$, where $x=k_0L$ and $k_0=\omega/c$, and take $s\to0$ in the fields. Let $N^2=\varepsilon_b$, $h=H/\varepsilon_0c$, and let $y$ be the distance from the rear face toward the front. Maxwell's equations read $dE/dy=-ik_0h$ and $dh/dy=-ik_0\varepsilon_bE$, with $E=t$, $h=nt$ at $y=0$, so
\begin{align}
E&=t\,[\cos Nk_0y-i(n/N)\sin Nk_0y],\\ h&=t\,[n\cos Nk_0y-iN\sin Nk_0y].
\end{align}
At the front face $E=1+r$ and $h=1-r$, hence $2/t=(1+n)\cos Nx-i(N+n/N)\sin Nx$. To order $x^2$,
\begin{align}
4/|t|^2&\simeq(1+n)^2(1-\varepsilon_bx^2)+(\varepsilon_b+n)^2x^2\nonumber\\
&=(1+n)^2+(\varepsilon_b-1)(\varepsilon_b-n^2)x^2,
\end{align}
since $(\varepsilon_b+n)^2-\varepsilon_b(1+n)^2=\varepsilon_b^2+n^2-\varepsilon_b-\varepsilon_bn^2$. Inside, $|E|^2/|t|^2\simeq1-(\varepsilon_b-n^2)k_0^2y^2$, whose mean over the slab is $1-(\varepsilon_b-n^2)x^2/3$. The absorbance is $k_0\,\mathrm{Im}\,\varepsilon\int|E|^2dy=s\langle|E|^2\rangle$, and relative to the sheet
\begin{equation}
\frac{A}{A_{\rm sheet}}\simeq1-x^2(\varepsilon_b-n^2)\Big[\frac{\varepsilon_b-1}{(1+n)^2}+\frac13\Big].
\label{slab}
\end{equation}
There is no term linear in $x$. The number $1/3$ belongs to the uniform profile.

\section{The numbers}

The model parameters are $E_g=0.4$ eV, $E_P=20$ eV, $m_{cz}=0.04\,m_0$, $m_{hz}=0.4\,m_0$, $L=10$ nm, $n=1.4$, $\varepsilon_b=12$. With $\hbar^2/m_0=0.0762$ eV nm$^2$, $\gamma=\sqrt{20\times0.0762/4}=0.617$ eV nm, or $|v_x|=9.38\times10^5$ m/s. The mass $\mu_z=0.03636\,m_0$ gives a confinement unit $0.0762\,\pi^2/(2\times0.03636\times10^2)=0.1034$ eV and edges at $0.5034$, $0.8136$ and $1.3307$ eV. These positions follow from constant masses along $z$. In a real well with so small a gap the conduction band is strongly nonparabolic, so they are not predictions for a material; the third edge in particular is placed too high.

The curvatures of the first pair, from diagonalizing $H$ on a grid in $z$, give $m_c=0.0479\,m_0$, $m_v=0.0530\,m_0$ and $\mu=0.0252\,m_0$, against $E_1/E_P=0.5034/20=0.0252$. For $g=2$ Eq.~(\ref{step}) reads $(\mu/m_0)E_P/E_n$, which is $0.0252\times20/0.5034=1.00$, $0.0407\times20/0.8136=1.00$ and $0.0665\times20/1.3307=1.00$. The bulk mass $0.0200\,m_0$ would give $0.79$, $0.49$ and $0.30$. Over gaps of $0.2$ and $1.0$ eV, Kane energies of 10 and 25 eV and widths of 5 and 20 nm, the first two steps, evaluated at $k=0.003$ nm$^{-1}$, equal $\sigma_0$ to within $2.5\times10^{-4}\sigma_0$; the residue comes from the finite $k$ and falls as $k^2$.

Just below the second edge the first pair has drooped to $\frac12[1+(0.5034/0.8136)^2]=0.691$, so $\sigma/\sigma_0$ jumps from $0.691$ to $1.691$; at the third edge it jumps from $1.2585$ to $2.2585$. A broadened Kubo sum over all grid subbands agrees with Eq.~(\ref{stair}) to within $0.001\,\sigma_0$ at seven energies from $0.45$ to $1.55$ eV. The prefactor is tested without the golden rule by propagating a single block with a gap of $0.5$ eV through a weak pulse at $0.75$ eV: the absorbed energy gives $0.7221\,\sigma_0$, against $\frac12[1+(0.5/0.75)^2]=0.7222$. For the same gap and energy and the anisotropic coupling $\mathbf u=(0.8,\,0.4e^{i})$ eV nm, $\sigma_{xx}=1.717$, $\sigma_{yy}=0.429$, $\sigma_{xy}=0.464$ in units of $\sigma_0$, and $\sqrt{1.717\times0.429-0.464^2}=0.722$.

Barriers of $1.0$ eV (conduction) and $0.5$ eV (valence) change little: $\eta_{11}=0.994$ with $I_{11}^2=0.989$, $\eta_{22}=0.976$ with $I_{22}^2=0.960$, and a weak new step $\eta_{13}=0.0055$ appears at $0.537$ eV. The additional valence bands matter more. For $E_h=0.5$ eV, $\delta=0.05$ eV and a spin--orbit splitting of $0.4$ eV, so that $E_l=E_h+0.05$ eV and $E_s=E_l+0.4$ eV, Eq.~(\ref{kane}) gives $\eta_{hh}=(1/0.5)/[1/0.5+1/(6\times0.55)+1/(3\times0.95)]=0.754$ and $\eta_{lh}=0.310$, confirmed by diagonalizing the $8\times8$ matrix. In this $k_z=0$ estimate the heavy-hole step is about a quarter below $\sigma_0$; the $k_z$ mixing and the remote bands left out here change the deficit and make it depend on the material and on the width of the well. Equation~(\ref{kane}) gives edge heights only. At the light-hole edge the heavy-hole transition is already at finite $k$, with $\gamma^2k^2/E_h$ comparable to $\delta$, so its contribution to $\sigma$ there has to be computed at that $k$. For splittings of $0.1$ and $50$ eV the heavy-hole step is $0.71$ and $0.87$. In this estimate the word ``about'' covers a deficit of 13 to 29\,\% of $\sigma_0$ for that step; the range is not a bound for real wells. The deficit concerns the heavy-hole step alone, between the two edges. The light-hole step follows only $\delta$ higher, and for the splitting of $0.4$ eV the two edge heights add to $0.754+0.310=1.06$, so a spectrum that does not resolve the two edges shows a combined step near $\sigma_0$.

For a step of $\sigma_0$ the free-standing sheet absorbs $2.29\,\%$ at first order and $2.24\,\%$ from Eq.~(\ref{A}). On the substrate the field factor is $(2/2.4)^2=0.6944$, and
\begin{equation}
A_{\rm vac}\simeq2.2925\,\%\times0.6944=1.59\,\%,
\end{equation}
or $1.56\,\%$ from Eq.~(\ref{A}). From the substrate side the values are $2.23\,\%$ and $2.19\,\%$, and embedded $1.64\,\%$ and $1.61\,\%$. The transmission contrast from the vacuum side is $1.88\,\%$. Because $s$ in the denominator of Eq.~(\ref{A}) is the total conductivity, equal steps in $\sigma$ give slowly shrinking steps in $A$: $1.562\,\%$ at the first edge, $2.608-1.086=1.52\,\%$ at the second and $3.445-1.956=1.49\,\%$ at the third. These values hold for real $s$. The background correction of Eq.~(\ref{slab}) grows as $x^2$, hence with the photon energy, and lowers the upper steps further, by about $4\,\%$ at the second edge ($x=0.041$) and about a tenth at the third ($x=0.067$), which is more than the shrinking just listed.

At the first edge $x=0.02551$, the coefficient in Eq.~(\ref{slab}) is $(12-1.4^2)(11/2.4^2+1/3)=22.52$, and the estimated reduction is $22.52\times0.02551^2=1.47\,\%$ of the sheet absorbance. The transfer matrix of the slab with $s=\pi\alpha$, which keeps the higher orders in $s$ and $x$, gives $1.42\,\%$, lowering $A$ from $1.56\,\%$ to $1.54\,\%$. The numerical check that follows lists these values.

\section*{Table of computed values}
\begin{verbatim}
Eg = 0.4 eV, EP = 20.0 eV, L = 10.0 nm, g = 2
mcz = 0.04 m0, mhz = 0.4 m0, n_sub = 1.4, eps_b = 12.0
hbar^2/m0 = 0.07620 eV nm^2, gamma = 0.6173 eV nm
|v_x| = 9.3777e+05 m/s
sigma0 = 6.0853e-05 S, pi alpha = 2.2925 %
mu_z = 0.03636 m0, confinement unit = 0.1034 eV
bulk-edge in-plane reduced mass Eg/EP = 0.0200 m0
n=1: E_n = 0.5034 eV, m_c = 0.0479, m_v = 0.0530, mu = 0.0252 m0
n=1: step = 0.9999 sigma0; with bulk mass Eg/E_n = 0.7946 sigma0
n=2: E_n = 0.8136 eV, m_c = 0.0752, m_v = 0.0885, mu = 0.0407 m0
n=2: step = 1.0000 sigma0; with bulk mass Eg/E_n = 0.4916 sigma0
n=3: E_n = 1.3307 eV, m_c = 0.1174, m_v = 0.1534, mu = 0.0665 m0
n=3: step = 1.0000 sigma0; with bulk mass Eg/E_n = 0.3006 sigma0
scan Eg 0.2,1.0 eV; EP 10,25 eV; L 5,20 nm: max |step-1| = 2.5e-04 sigma0
Kubo sum, Gaussian width = 0.01 eV
E = 0.45 eV: Kubo 0.0000, formula 0.0000 sigma0
E = 0.60 eV: Kubo 0.8522, formula 0.8520 sigma0
E = 0.75 eV: Kubo 0.7254, formula 0.7253 sigma0
E = 0.90 eV: Kubo 1.5651, formula 1.5651 sigma0
E = 1.20 eV: Kubo 1.3178, formula 1.3179 sigma0
E = 1.45 eV: Kubo 2.1381, formula 2.1388 sigma0
E = 1.55 eV: Kubo 2.0584, formula 2.0590 sigma0
real time, gap 0.5 eV, E = 0.75 eV: 0.7221, formula 0.7222 sigma0
u=(0.8,0.4e^i) eV nm, gap 0.5, E=0.501 eV: xx 2.3721, yy 0.5930, xy 0.6408, sqrt det 0.9980 sigma0
u=(0.8,0.4e^i) eV nm, gap 0.5, E=0.75 eV: xx 1.7166, yy 0.4291, xy 0.4637, sqrt det 0.7222 sigma0
finite barriers: Vc = 1.0 eV, Vv = 0.5 eV
c1-h1: E = 0.4735 eV, I^2 = 0.9894, eta = 0.9941, diag 0.9940
c2-h2: E = 0.6906 eV, I^2 = 0.9596, eta = 0.9758, diag 0.9757
c1-h3: E = 0.5367 eV, I^2 = 0.0045, eta = 0.0055, diag 0.0055
Kane 8x8: c-hh gap = 0.5 eV, hh-lh splitting = 0.05 eV
Delta_so = 0.1 eV: hh step 0.710, lh step 0.286 sigma0
Delta_so = 0.4 eV: hh step 0.754, lh step 0.310 sigma0
Delta_so = 50.0 eV: hh step 0.866, lh step 0.376 sigma0
field factor (2/(1+n))^2 = 0.6944
A per step, free: first order 2.2925 %, full 2.2409 %
A per step, vacuum side: first order 1.5920 %, full 1.5621 %
A per step, substrate side: first order 2.2288 %, full 2.1869 %
A per step, embedded: first order 1.6375 %, full 1.6110 %
1 - T/T0 = 1.8834 %, first order 1.9104 %
x = omega L/c at E_1 = 0.02551, coefficient = 22.520, coef*x^2 = 1.466 %
10 nm slab at E_1: A = 1.5399 %, reduction = 1.417 %
edge 1: sigma 0.0000 -> 1.0000 sigma0, A on substrate 0.000 -> 1.562 %
edge 2: sigma 0.6914 -> 1.6914 sigma0, A on substrate 1.086 -> 2.608 %
edge 3: sigma 1.2585 -> 2.2585 sigma0, A on substrate 1.956 -> 3.445 %
\end{verbatim}
